# Zero-energy density of states of an exchange-split proximity layer

## Problem

A thin normal metal layer touches a superconductor through a weakly transparent interface. With no exchange field, the layer has a BCS-like density of states with an induced minigap \(E_g\). A uniform exchange field now acts on the layer's electrons, shifting spin up by \(+h\) and spin down by \(-h\), so that the full spin splitting is \(2h\).

(a) Show how the interface induces a pairing amplitude in the layer.

(b) Find the density of states at the Fermi level, divided by its normal-state value, for \(h<E_g\) and for \(h>E_g\). Is the second value smaller or larger than one?

(c) Evaluate it for \(E_g=100\ \mu\text{eV}\) and \(h=125\ \mu\text{eV}\), and estimate the effects of temperature, lifetime broadening and finite thickness.

Energies are measured from the Fermi level. Both spins have the same constant normal density of states \(\nu\). The exchange field has one direction throughout the layer and is absent from the superconductor, whose gap \(\Delta\) is unaffected by the layer. Scattering that flips spins is left out until the second variation.

## Hints

1. Eliminate the superconductor from the equation of motion of one layer level. What remains at zero energy is a constant off-diagonal term.
2. Write the Hamiltonian for a spin-up electron and a spin-down hole. The exchange energy enters both diagonal elements with the same sign.
3. A tunnel probe counts electrons, so each level must be weighted by its electron part. Add the contributions of \(\xi\) and \(-\xi\), where \(\xi\) is the normal-state energy.
4. At zero energy, ask how steeply the levels cross the Fermi level as \(\xi\) changes.

## Solution

### (a) The induced pairing amplitude

Let \(\tau_x,\tau_z\) be Pauli matrices acting on the electron and hole components. A state of the superconductor with normal energy \(\xi_q\) has the Green function

\[
G_q(E)=(E-\xi_q\tau_z-\Delta\tau_x)^{-1}
=\frac{E+\xi_q\tau_z+\Delta\tau_x}{E^2-\xi_q^2-\Delta^2}.
\]

The second form follows because \((\xi_q\tau_z+\Delta\tau_x)^2=\xi_q^2+\Delta^2\). A hopping amplitude \(t\) enters electrons and holes with opposite signs, as \(t\tau_z\). Eliminating the superconductor gives the layer level a self-energy \(\Sigma=\sum_q t^2\tau_zG_q\tau_z\). Amplitudes for different layer levels are taken to have independent random signs, as at a rough interface, and the superconductor is taken to have many more states per unit energy than the layer. Terms linking different layer levels then average out, and the layer's effect on the superconductor is negligible.

Since \(\tau_z\tau_x\tau_z=-\tau_x\), and the term odd in \(\xi_q\) integrates to zero, for \(|E|<\Delta\)

\[
\Sigma(E)=-t^2\nu_S\,(E-\Delta\tau_x)\int_{-\infty}^{\infty}\frac{d\xi_q}{\xi_q^2+\Delta^2-E^2}
=\gamma\,\frac{-E+\Delta\tau_x}{\sqrt{\Delta^2-E^2}},
\]

where \(\nu_S\) is the superconductor's normal density of states per spin and \(\gamma=\pi t^2\nu_S\). The integral equals \(\pi/\sqrt{\Delta^2-E^2}\).

At \(E=0\) this is \(\Sigma=\gamma\tau_x\), a pairing amplitude. For \(|E|\ll\Delta\) and \(\gamma\ll\Delta\), the other term, \(-\gamma E/\Delta\), is a small correction to \(E\). The layer then behaves as a BCS system with \(E_g=\gamma\). This amplitude is imposed by the neighbour: it depends on \(t\) and \(\nu_S\), not on \(h\). It therefore remains in place when \(h\) exceeds \(E_g\).

### (b) Levels and density of states

For spin up, use the pair \((c_\uparrow,c_\downarrow^\dagger)\). Adding a spin-down electron costs \(\xi-h\), so the corresponding hole has energy \(-\xi+h\). Both diagonal elements thus contain \(+h\). For spin down the sign of \(h\) is reversed. The pairing term also changes sign, but this is absorbed by reversing the sign of the hole component. With \(s=\pm1\) for spin up and down,

\[
H_s=\xi\tau_z+E_g\tau_x+s h .
\]

The last term is proportional to the unit matrix. It shifts the levels without changing their eigenvectors:

\[
E_{s,\pm}=s h\pm\varepsilon,\qquad \varepsilon=\sqrt{\xi^2+E_g^2}.
\]

To find the electron weights, let \(M=\xi\tau_z+E_g\tau_x\). Because \(M^2=\varepsilon^2\), the projectors on its two eigenvectors are \(\tfrac12(1\pm M/\varepsilon)\). Their electron-electron elements are

\[
w_\pm=\frac12\left(1\pm\frac{\xi}{\varepsilon}\right).
\]

The density of states for one spin, divided by \(\nu\), is a function of \(x=E-sh\):

\[
n(x)=\int_{-\infty}^{\infty}d\xi\,\big[w_+\,\delta(x-\varepsilon)+w_-\,\delta(x+\varepsilon)\big].
\]

Since \(\varepsilon\) is even in \(\xi\), the parts \(\pm\xi/(2\varepsilon)\) cancel between \(\xi\) and \(-\xi\). For either sign of \(x\), one delta function survives, with weight one half:

\[
n(x)=\frac12\int_{-\infty}^{\infty}d\xi\,\delta(|x|-\varepsilon).
\]

If \(|x|<E_g\), there is no solution and \(n=0\). If \(|x|>E_g\), there are two solutions, \(\xi=\pm\sqrt{x^2-E_g^2}\). Each contributes \(|d\xi/d\varepsilon|=\varepsilon/|\xi|\), so

\[
n(x)=\frac12\cdot2\cdot\frac{|x|}{\sqrt{x^2-E_g^2}}=\frac{|x|}{\sqrt{x^2-E_g^2}} .
\]

This is the BCS form. The total, divided by the normal value \(2\nu\), is the average over the two spins:

\[
N(E)=\tfrac12\big[n(E-h)+n(E+h)\big].
\]

At \(E=0\) the two terms are equal because \(n\) is even. Hence

\[
\boxed{N(0)=\frac{h}{\sqrt{h^2-E_g^2}}\quad(h>E_g),\qquad N(0)=0\quad(h<E_g).}
\]

To compare with one, subtract one from the square:

\[
N(0)^2-1=\frac{h^2-(h^2-E_g^2)}{h^2-E_g^2}=\frac{E_g^2}{h^2-E_g^2}>0 .
\]

The value for \(h>E_g\) is larger than one. The field does not simply fill the gap up to the normal density. It moves the dense part of each spin's BCS spectrum across the Fermi level. The levels cross at \(\xi=\pm\sqrt{h^2-E_g^2}\), where their slope has magnitude \(|\xi|/\varepsilon=\sqrt{h^2-E_g^2}/h<1\). In the normal state the slope is one. Flatter levels lie closer together in energy, and the inverse slope is the enhancement.

**Limits.** Just above the threshold, \(h^2-E_g^2=(h-E_g)(h+E_g)\approx2h(h-E_g)\), so \(N(0)\approx\sqrt{h/[2(h-E_g)]}\), which diverges as \(h\to E_g\). For \(h\gg E_g\), expanding the inverse root gives

\[
N(0)=\left(1-\frac{E_g^2}{h^2}\right)^{-1/2}\approx1+\frac{E_g^2}{2h^2}.
\]

**Shape near zero energy.** The spectrum has singularities at \(\pm(h-E_g)\) and \(\pm(h+E_g)\). For \(|E|<h-E_g\), \(N(E)=\tfrac12[n(h-E)+n(h+E)]\), so \(N'(0)=0\) and \(N''(0)=n''(h)\). Differentiating \(n\) twice for \(x>E_g\),

\[
n'(x)=-\frac{E_g^2}{(x^2-E_g^2)^{3/2}},\qquad
n''(x)=\frac{3E_g^2x}{(x^2-E_g^2)^{5/2}}>0 .
\]

Zero energy is therefore a local minimum, although its density exceeds the normal one.

The positive singularity positions, \(p_-=h-E_g\) and \(p_+=h+E_g\), also determine the height. Their sum is \(2h\) and their product is \(h^2-E_g^2\), so

\[
N(0)=\frac{(p_++p_-)/2}{\sqrt{p_+p_-}} ,
\]

the ratio of their arithmetic to their geometric mean. Within this model, peak positions and zero-bias height can thus be checked against each other.

### (c) Numbers

The root is \(\sqrt{125^2-100^2}=75\ \mu\text{eV}\), so

\[
N(0)=\frac{125}{75}=1.667 .
\]

For \(\Delta\gg E_g\), the singularities lie at \(\pm25\) and \(\pm225\ \mu\text{eV}\), and their means give the same ratio, \(125/\sqrt{25\cdot225}\). A gap of 1.4 meV would move them to about \(\pm23.3\) and \(\pm210.9\ \mu\text{eV}\). In the simple model, the density at \(10\ \mu\text{eV}\) is already higher than at zero:

\[
N=\frac12\left[\frac{115}{\sqrt{115^2-100^2}}+\frac{135}{\sqrt{135^2-100^2}}\right]=1.757 .
\]

As a test, the matrices \(H_s\) were diagonalized for levels spaced by \(0.008\ \mu\text{eV}\), and the electron weights within \(2\ \mu\text{eV}\) of zero were added. The normalized count is 1.666.

With \(E_g\) held at \(100\ \mu\text{eV}\), the dependence on the exchange energy is:

| \(h\) (\(\mu\)eV) | \(N(0)\) |
|---:|---:|
| 80 | 0 |
| 105 | 3.280 |
| 125 | 1.667 |
| 200 | 1.155 |
| 500 | 1.021 |

The large-field expansion gives 1.020 in the last row. Near the threshold the result is sensitive to its inputs. At fixed \(E_g\),

\[
\frac{d\ln N(0)}{d\ln h}=1-\frac{h^2}{h^2-E_g^2}=-\frac{E_g^2}{h^2-E_g^2},
\]

which is \(-16/9\) here: to first order, the relative drop in \(N(0)\) is 16/9 times a small relative rise in \(h\). A full one-percent rise lowers \(N(0)\) by about 1.7 percent.

**Temperature.** A weakly coupled normal probe with constant density of states measures the zero-bias conductance ratio \(\int N(E)(-\partial f/\partial E)\,dE\), where \(f\) is the Fermi function. At 50 mK, \(k_BT=4.31\ \mu\text{eV}\), and for \(\Delta\gg E_g\) the ratio is 1.732, about 4 percent above \(N(0)\). A gap of 1.4 meV raises this ratio by about 0.01. The leading thermal correction, \((\pi^2/6)(k_BT)^2N''(0)\), is positive because zero energy is a local minimum.

**Lifetime broadening.** Replacing \(E\) by \(E+i\eta\) gives \(N(0)=\mathrm{Re}\,n(h+i\eta)\), with \(n\) continued from \(x>E_g\). The first-order term in \(\eta\) is imaginary, so the change starts as \(-\tfrac12\eta^2n''(h)\). For \(\eta=1\ \mu\text{eV}\), the result is 1.666, a reduction of about 0.05 percent. Since \(n''(h)\) grows rapidly as \(h\to E_g\), broadening matters much more near the threshold.

**Thickness.** For a diffusive layer of thickness \(d\) and diffusion constant \(D\), the relevant energy is \(K=\hbar D/(2d^2)\). With \(d=10\) nm and \(D=50\ \text{cm}^2/\text{s}\), \(K=16.5\) meV, far above \(h\). The zero-energy Usadel equation for the complex pairing angle \(\theta\), with position in units of \(d\), is \(K\theta''=ih\sin\theta\). The tunnel contact requires \(K\theta'(0)=-E_g\cos\theta(0)\), the free surface \(\theta'(1)=0\), and the density is \(\mathrm{Re}\cos\theta\). Its solution at the free surface gives 1.6665, a change below 0.01 percent. In a typical metal this \(D\) corresponds to a mean free path of about 10 nm, comparable with \(d\), so the diffusive equation gives only an estimate here. It indicates that variation across the layer is negligible, because \(K\) is far above \(h\) and \(E_g\).

## Variation 1: the observed gap edge

*The superconductor has \(\Delta=1.4\) meV. May the gap edge observed at \(h=0\) be inserted for \(E_g\)?*

Keep the full self-energy. At \(E=0\) it is \(\gamma\tau_x\) for any ratio \(\gamma/\Delta\), so the layer Green function at that energy is the same as in the simple model with \(E_g=\gamma\). The zero-energy density, which follows from this Green function, is still \(h/\sqrt{h^2-\gamma^2}\).

The gap edge lies at finite energy and does change. With \(R=\sqrt{\Delta^2-E^2}\), the levels at \(h=0\) satisfy

\[
E^2\left(1+\frac{\gamma}{R}\right)^2=\xi^2+\left(\frac{\gamma\Delta}{R}\right)^2 .
\]

The lowest positive level is at \(\xi=0\). There \(E(R+\gamma)=\gamma\Delta\), or \(ER=\gamma(\Delta-E)\). Dividing by \(\Delta-E\) and using \(R=\sqrt{(\Delta-E)(\Delta+E)}\),

\[
E\sqrt{\frac{\Delta+E}{\Delta-E}}=\gamma .
\]

For \(\gamma=100\ \mu\text{eV}\), the edge is at \(93.5\ \mu\text{eV}\). Inserting it for \(E_g\) would give \(N(0)=1.507\), about 10 percent below the correct 1.667. The remedy is to obtain \(\gamma\) from the observed edge with the last equation and use \(\gamma\) in the density formula.

Both statements were tested by diagonalizing one layer level coupled to 801 superconductor states, with normal energies spaced by \(0.4\Delta\) between \(\pm160\Delta\). The edge came out at \(93.2\ \mu\text{eV}\). For \(h=125\ \mu\text{eV}\), the level at \(\xi=75\ \mu\text{eV}\) lies within \(1\ \mu\text{eV}\) of zero energy, and its layer weight divided by the magnitude of its slope gives a density of 1.662. The weight must be included because part of the level lies in the superconductor. The finite range omits a fraction \(2/(160\pi)\approx0.4\) percent of the integral for \(\gamma\), which accounts for the size of the small differences.

## Variation 2: spin-flip scattering

*Impurities with spin-orbit coupling flip an electron's spin at the rate \(1/\tau\). Does the density still exceed one?*

Let \(\Gamma=\hbar/(2\tau)\). At zero energy, write the Green function for spin \(s\) as \((iz_s-\xi\tau_z-p_s\tau_x)^{-1}\). Without scattering, \(z_s=ish\), with an infinitesimal positive real part, and \(p_s=E_g\). Integrating over \(\xi\) as in part (a) gives

\[
\int d\xi\,G_s=-\pi\,(i\cos\theta_s+\tau_x\sin\theta_s),\qquad \tan\theta_s=\frac{p_s}{z_s},
\]

and the normalized density is \(\mathrm{Re}\cos\theta_s\). If \(V\) is the flip amplitude, the golden rule gives \(1/\tau=2\pi|V|^2\nu/\hbar\), so \(\Gamma=\pi|V|^2\nu\). A flip sends spin \(s\) into \(-s\). The self-energy \(|V|^2\nu\int d\xi\,\tau_zG_{-s}\tau_z\) therefore changes the two parameters to

\[
z_s=ish+\Gamma\cos\theta_{-s},\qquad p_s=E_g+\Gamma\sin\theta_{-s}.
\]

Here spin-orbit scattering respects time reversal, which fixes the relative sign of its electron and hole parts. Inserting these into \(z_s\sin\theta_s=p_s\cos\theta_s\) yields

\[
ish\sin\theta_s+\Gamma\sin(\theta_s-\theta_{-s})=E_g\cos\theta_s .
\]

For scattering that conserves spin, \(\theta_{-s}\) would be replaced by \(\theta_s\), and the \(\Gamma\) term would vanish. Ordinary potential scattering therefore does not alter the main result.

The equations for the two spins are complex conjugates, so set \(\theta_+=a+ib\) and \(\theta_-=a-ib\). Then \(\sin(\theta_+-\theta_-)=i\sinh2b\), and the real and imaginary parts for \(s=+1\) are

\[
-h\cos a\sinh b=E_g\cos a\cosh b,
\]
\[
h\sin a\cosh b+\Gamma\sinh2b=-E_g\sin a\sinh b .
\]

If \(\cos a\neq0\), the first gives \(\tanh b=-E_g/h\). With \(S=\sqrt{h^2-E_g^2}\), this means \(\cosh b=h/S\) and \(\sinh b=-E_g/S\). The second becomes \(S\sin a=2\Gamma hE_g/S^2\). Therefore

\[
N(0)=\cos a\cosh b=\frac{h}{S}\sqrt{1-q^2},\qquad q=\frac{2\Gamma hE_g}{S^3}\le1 .
\]

For \(q>1\), the other solution, \(\cos a=0\), applies and \(N(0)=0\). Spin-orbit flips average the opposite exchange shifts of the two spins, and sufficiently frequent ones restore a gap at the Fermi level. This result does not carry over to flips by magnetic impurities, which break time reversal and so change the relative sign of the electron and hole parts. The density equals one when \(1-q^2=S^2/h^2\), that is, when \(q=E_g/h\).

For \(\tau=50\) ps, \(\Gamma=6.58\ \mu\text{eV}\) and \(q=0.390\), giving \(N(0)=1.535\), about 8 percent below the clean value. At fixed \(E_g\) and \(h\), the density falls to one at \(\tau=24.4\) ps and to zero at 19.5 ps.

The self-consistent equations were also tested against random spin-flip Hamiltonians with \(h/E_g=1.25\), \(\Gamma/E_g=0.2\), broadening \(0.15E_g\) and normal levels between about \(\pm6E_g\). The Hamiltonians gave 0.958 and the equations, for the same band and broadening, 0.947. Without flips the equations gave 1.510. Here \(q\approx1.19\), so with flips but without broadening the density would be zero.

## Comparison with real layers

The parameters are round values for millikelvin tunnelling into a weakly exchange-split film. An exchange energy of \(125\ \mu\text{eV}\) is far below that of a strong ferromagnet. In iron it is roughly of order 1 eV, where \(E_g^2/(2h^2)\) would be negligible and the assumption of equal spin densities would also fail. With the values chosen here, spin-flip scattering by spin-orbit coupling lowers the density more than the other effects estimated in part (c): shortening \(\tau\) from 50 to below about 24 ps removes the excess altogether. A zero-energy density above one is thus expected for \(h>E_g\) when the field is uniform, lifetime broadening is weak, magnetic impurities are absent and spin-orbit flips are slow enough that \(q<E_g/h\). To see it in the conductance, the temperature must also be low: in this example, without flips and for \(\Delta\gg E_g\), the conductance ratio falls to about 0.92 at 1 K. The computed values are collected in the numerical output below.

## Table of computed values

```
induced pairing amplitude Eg = 100.0 micro-eV
exchange energy h = 125.0 micro-eV
superconductor gap Delta = 1400 micro-eV
sqrt(h^2 - Eg^2) = 75.00 micro-eV
N(0), formula = 1.6667 (dimensionless)
N(0), counted levels = 1.6660 (dimensionless)
singularities at +/-(h - Eg) = 25.0 micro-eV
outer singularities at +/-(h + Eg) = 225.0 micro-eV
N at 10 micro-eV, formula = 1.7568
N at 10 micro-eV, counted levels = 1.7600
N(0) for h = 80 micro-eV: 0.0000
N(0) for h = 105 micro-eV: 3.2796
N(0) for h = 125 micro-eV: 1.6667
N(0) for h = 200 micro-eV: 1.1547
N(0) for h = 500 micro-eV: 1.0206
large-h expansion at h = 500 micro-eV: 1.0200
h = 0 gap edge at finite Delta = 93.53 micro-eV
same edge, diagonalized lead = 93.18 micro-eV
N(0), diagonalized lead = 1.6624
N(0) if gap edge is inserted for Eg = 1.5073
spin-flip time = 50.0 ps
spin-flip energy hbar/(2 tau) = 6.582 micro-eV
q for this spin-flip time = 0.3901
N(0) with spin flips = 1.5347
spin-flip energy where N(0) = 1: 13.500 micro-eV
spin-flip time where N(0) = 1: 24.38 ps
spin-flip energy where N(0) = 0: 16.875 micro-eV
spin-flip time where N(0) = 0: 19.50 ps
random-Hamiltonian test: h/Eg = 1.25, Gamma/Eg = 0.2, eta/Eg = 0.15
  N(0), random Hamiltonians = 0.958
  N(0), self-consistent equation = 0.947
  N(0), same without spin flips = 1.510
temperature = 50 mK
thermal energy kT = 4.309 micro-eV
thermally averaged zero-bias conductance ratio = 1.7323
lifetime broadening = 1.0 micro-eV
N(0) with lifetime broadening = 1.6659
layer thickness = 10 nm
diffusion constant = 50 cm2/s
hbar D/(2 d^2) = 16.46 meV
N(0) at outer surface, finite thickness = 1.66654
```
